# Why fringing fields limit the benefit of air gaps between lines

## Lines, capacitance and energy

Consider a row of long parallel metal lines of height \(h\) and width \(w\), separated by gaps of width \(s\). They are embedded in a dielectric of relative permittivity \(\kappa>1\), far from any ground plane, and held alternately at \(+V/2\) and \(-V/2\). Let \(C\) be the charge per unit length on one side of a line, with the adjoining halves of its top and bottom included, divided by \(V\). This is the effective coupling capacitance per gap for alternating drive.

One cell of the structure reaches from the mid-plane of a line to the mid-plane of the next. It contains charges \(+CV\) at \(+V/2\) and \(-CV\) at \(-V/2\), so its energy per length is

\[
W=\tfrac12\left[CV\,\tfrac V2+(-CV)\left(-\tfrac V2\right)\right]=\tfrac12CV^2 .
\]

The same energy is half the integral of \(\varepsilon|\nabla\phi|^2\), where \(\varepsilon\) is the local permittivity. Hence

\[
CV^2=\int_{\rm cell}\varepsilon|\nabla\phi|^2\,dA .
\]

Capacitance at fixed voltage is therefore a sum of contributions from different places. Unless \(\kappa\) is large, air can save much only where much of the energy is stored. At large \(\kappa\), even a thin air layer lying across the field can take up much of the voltage and save a lot, although the dielectric it replaces held little energy. If all the dielectric became air, \(C\) would fall by the fraction \(1-1/\kappa\). Air confined between the line tops and bottoms must fall short of this, because the field also passes above and below the lines.

This is a ceiling on the total benefit. It does not mean that each added slice of air height helps less than the one before. For a void that spans the gap from wall to wall, the slices inside the gap behave differently, as shown below.

## The ceiling set by the energy share

Let \(p\) be the fraction of the original energy stored in the region that will become air. Primes denote quantities after the replacement.

The true potential minimizes the energy integral among all potentials with the same electrode values. To see this, add a change \(\eta\) that vanishes on the metal. The cross term \(2\int\varepsilon\nabla\phi\cdot\nabla\eta\,dA\) is zero after integration by parts, because \(\nabla\cdot(\varepsilon\nabla\phi)=0\), no flux crosses the line mid-planes, and the field vanishes far away. What remains is \(\int\varepsilon|\nabla\eta|^2dA\ge0\). Using the old potential as a trial in the new structure gives

\[
C'V^2\le\int\varepsilon'|\nabla\phi|^2dA
=CV^2\left[(1-p)+\frac p\kappa\right],
\]

\[
\frac{C'}C\le1-p\left(1-\frac1\kappa\right).
\]

A lower bound follows from holding the charge \(Q=CV\) fixed. Let \(\mathbf D'\) be the true displacement field in the new structure with this charge, and write the old field as \(\mathbf D=\mathbf D'+\mathbf d\). The difference \(\mathbf d\) has no divergence and carries no net flux from either electrode. Since \(\mathbf D'/\varepsilon'=-\nabla\phi'\), and \(\phi'\) is constant on each electrode, the cross term \(\int\mathbf D'\cdot\mathbf d/\varepsilon'\,dA\) vanishes. The old field therefore cannot have less energy than the true one:

\[
\frac{Q^2}{C'}\le\int\frac{|\mathbf D|^2}{\varepsilon'}\,dA
=\frac{Q^2}{C}\left[(1-p)+\kappa p\right],
\]

\[
\frac{C'}C\ge\frac1{1+p(\kappa-1)} .
\]

The fractional reduction \(R=1-C'/C\) thus obeys

\[
p\,\frac{\kappa-1}{\kappa}\le R\le
\frac{p(\kappa-1)}{1+p(\kappa-1)}<1-\frac1\kappa
\qquad(p<1).
\]

The last inequality is the ceiling. It holds for any void shape inside the gap, since such a void leaves some energy outside it. For weak contrast, \(\kappa-1\ll1\), both bounds become \(p(\kappa-1)\): the benefit is then simply the energy share times the permittivity change.

## How much capacitance is fringing

For the uniform dielectric the fringe contribution can be found in closed form. The gap mid-plane is at zero potential by antisymmetry, and no flux crosses a line mid-plane by reflection symmetry. It is enough to treat one end of half a gap. Put \(a=s/2\), \(b=(s+w)/2\) and \(r=b/a=1+w/s\). The line wall lies at \(x=a,\ y<0\), and its top at \(a<x<b,\ y=0\).

The upper half of a complex \(t\)-plane is mapped to this region, with \(z=x+iy\), by

\[
\frac{dz}{dt}=\frac{ib}{\pi t}\sqrt{\frac{t-1}{t-r^2}} .
\]

The interval \(0<t<1\) becomes the wall, \(1<t<r^2\) the top, \(t>r^2\) the line mid-plane, and \(t<0\) the gap mid-plane. The square root changes phase at \(t=1\) and \(t=r^2\), which produces the two corners. A small half-circle around \(t=0\) gives a channel width \(b/r=a\), and a large one gives the width \(b\) above the lines.

The metal is at \(V/2\). A complex potential with derivative proportional to \(1/(t\sqrt{t-r^2})\) has constant real part on the metal and on the gap mid-plane, and no flux through \(t>r^2\). The potential step \(V/2\) at \(t=0\) fixes its coefficient. The charge on the metal from \(t=\delta\) to \(t=r^2\), divided by \(\kappa\varepsilon_0V/2\), is then

\[
q=\frac r\pi\int_\delta^{r^2}\frac{dt}{t\sqrt{r^2-t}} .
\]

With \(t=r^2(1-v^2)\) the integrand becomes \(2/[\pi(1-v^2)]\), and the upper limit of \(v\) is \(v_0=\sqrt{1-\delta/r^2}\). For \(\delta\to0\),

\[
q=\frac1\pi\ln\frac{(1+v_0)^2}{1-v_0^2}
\longrightarrow\frac1\pi\ln\frac{4r^2}{\delta}.
\]

This contains the ordinary plate charge of the wall down to the depth

\[
L=\frac b\pi\int_\delta^1\frac{dt}{t}\sqrt{\frac{1-t}{r^2-t}} .
\]

Call the square root \(u\). Then \(t=(1-r^2u^2)/(1-u^2)\), and

\[
\frac{dt}{t}=\left[\frac{2u}{1-u^2}-\frac{2r^2u}{1-r^2u^2}\right]du .
\]

As \(t\) runs from \(\delta\) to 1, \(u\) falls from \(u_0\) to zero. Reversing the limits gives

\[
L=\frac b\pi\int_0^{u_0}\left[\frac{2r^2u^2}{1-r^2u^2}-\frac{2u^2}{1-u^2}\right]du
\]
\[
\phantom{L}=\frac b\pi\left[\frac1r\ln\frac{1+ru_0}{1-ru_0}-\ln\frac{1+u_0}{1-u_0}\right],
\]

because the constants \(-2\) split off from the two fractions cancel. As \(\delta\to0\), \(u_0\to1/r\) and \(1-r^2u_0^2=\delta(1-u_0^2)\to\delta(r^2-1)/r^2\). With \(b=ra\),

\[
\frac La\to\frac1\pi\left[\ln\frac{4r^2}{\delta(r^2-1)}-r\ln\frac{r+1}{r-1}\right].
\]

The excess \(F=q-L/a\) no longer contains \(\delta\):

\[
F=\frac{(r+1)\ln(r+1)-(r-1)\ln(r-1)}{\pi}.
\]

Each half of the line side has plate term \((h/2)/a=h/s\) and excess \(F\), both multiplying \(\kappa\varepsilon_0V/2\). Adding the two halves gives

\[
C=\kappa\varepsilon_0\left(\frac hs+F\right).
\]

The two ends have been treated as independent. A disturbance in the channel vanishes at \(x=0\) and \(x=s/2\), so its slowest part is \(\sin(2\pi x/s)\,e^{-2\pi d/s}\) at distance \(d\) from the mouth. The formula therefore loses accuracy only for low lines. For \(w=s\) it overestimates \(C\) by about 0.5% at \(h=s/4\) and by about 5% as \(h\to0\); narrower lines give larger errors. For narrow lines, \(w\ll s\), \(F\to2\ln2/\pi\); for \(w\gg s\) it grows as \((2/\pi)(\ln r+1)\).

## Numbers for one geometry

Take \(\kappa=3\), \(s=w=20\) nm and \(h=40\) nm as round model parameters. Then \(r=2\), \(F=3\ln3/\pi=1.049\), and with \(\varepsilon_0=8.854\) pF/m

\[
C=3(8.854)(2+1.049)=81.0\ \text{pF/m}.
\]

The plate part is 53.1 pF/m and the fringe part 27.9 pF/m. Energy shares and capacitances with voids were computed by solving \(\nabla\cdot(\varepsilon\nabla\phi)=0\) with bilinear finite elements in a quarter of the cell. Refining the mesh changed the filled-gap capacitance by about 0.02% of its value.

The region between the walls holds \(p=0.663\) of the original energy. For a gap completely filled with air the bounds are

\[
\frac1{1+0.663\times2}=0.430\le\frac{C'}C\le
1-0.663\times\frac23=0.558 .
\]

The solution gives \(C'/C=0.555\), or \(C'=45.0\) pF/m. The reduction is 44.5%, against 66.7% if all the dielectric were removed.

Multiplying each capacitance by its energy shares shows where the energy went. At fixed voltage, the gap contribution falls from \(0.663\times81.0=53.7\) to \(0.404\times45.0=18.2\) pF/m, about a third of its former value. The outside contribution barely changes, from \(0.337\times81.0=27.3\) to \(0.596\times45.0=26.8\) pF/m. The outside share rises from 34% to 60% mainly because the total has fallen. The old potential remains a good approximation, which is why the result lies close to the upper bound.

Two changes to the model isolate the cause. If the cell is cut off at the line tops and bottoms, with no flux through the cuts, the field is uniform and filling the gap gives the full 66.7%. If the fringing region is kept but 30 nm layers above and below the lines, across the whole cell, also become air, the reduction is 66.6%. Such layers suffice because the slowest-decaying potential above the lines varies as \(\sin[\pi x/(s+w)]\,e^{-\pi y/(s+w)}\). Its energy density falls as \(e^{-2\pi y/(s+w)}\), so little energy remains farther out.

## Each slice of height inside the gap

Now let a void of height \(t\), centred at mid-height, span the gap from wall to wall. Deep in a tall gap the field is nearly uniform and horizontal, with strength \(V/s\). It is parallel to the top and bottom faces of the void. The tangential electric field is continuous there and the normal displacement is zero, so the same potential remains a solution when air is inserted. Only the energy density in the void changes:

\[
C-C'(t)\simeq(\kappa-1)\varepsilon_0\frac{1}{V^2}\left(\frac Vs\right)^2 st
=(\kappa-1)\varepsilon_0\frac ts .
\]

Dividing by the uniform capacitance gives

\[
R(t)\simeq\left(1-\frac1\kappa\right)\frac{t/s}{h/s+F}.
\]

Fringing reduces the slope through \(F\), but the saving is linear in \(t\), without diminishing returns. For \(t=20\) nm the formula gives \((2/3)/3.049=21.9\%\), and the numerical solution gives the same to this precision.

A stronger statement holds up to the line edges. Let \(\phi\) be the potential just before the void is enlarged by a slab of total height \(\Delta t\). Used as a trial afterwards, it shows that the additional saving obeys

\[
\Delta C_{\rm saved}\ge\frac{(\kappa-1)\varepsilon_0}{V^2}
\int_{\rm slab}|\nabla\phi|^2dA .
\]

At every height between the walls the horizontal field must account for the whole voltage. The Cauchy–Schwarz inequality gives

\[
V^2=\left(\int_{-s/2}^{s/2}E_x\,dx\right)^2
\le s\int_{-s/2}^{s/2}E_x^2\,dx .
\]

Since \(|\nabla\phi|^2\ge E_x^2\), integration over the slab yields

\[
\Delta C_{\rm saved}\ge(\kappa-1)\varepsilon_0\frac{\Delta t}{s}.
\]

The centre of a tall gap practically attains this minimum, because its field is nearly uniform. Near the mouths the field is uneven, and the same voltage then costs more energy.

In the example the minimum is \(2(8.854)(10/20)=8.85\) pF/m for each 10 nm of added height, 5 nm at either end. The four increments that fill the gap save 8.9, 8.9, 8.9 and 9.4 pF/m. The last one, at the mouths, is the most valuable. Two further increments, extending the void beyond the line edges at the same width, save 6.1 and 2.6 pF/m. There are no walls beside these slabs to impose the full voltage across them, so the lower bound no longer applies. Diminishing returns in height appear here, after the void has left the gap.

## What changes with line shape

For a completely filled gap, write

\[
C'=\varepsilon_0\left(\frac hs+F'\right).
\]

The constant \(F'\) includes the effect of the dielectric above and below. Lowering the permittivity cannot raise the minimum energy, so replacing all remaining dielectric by air shows that \(F'\ge F\). Adding the minimum savings over the full height gives

\[
C'\le\kappa\varepsilon_0\left(\frac hs+F\right)-(\kappa-1)\varepsilon_0\frac hs
=\varepsilon_0\left(\frac hs+\kappa F\right),
\]

so \(F'\le\kappa F\). For a tall gap the two ends are independent and \(F'\) does not depend on \(h\). The reduction is

\[
R=1-\frac{h/s+F'}{\kappa(h/s+F)}
=1-\frac1\kappa-\frac{F'-F}{\kappa(h/s+F)} .
\]

The second form follows from \(h/s+F'=(h/s+F)+(F'-F)\). Its last term is the shortfall. It decreases roughly as \(s/h\) for tall gaps and increases for squat ones.

With \(\kappa=3\) and \(w=s\), the solver gives \(F'=3.08\), slightly below \(\kappa F=3.15\), for \(h/s=1\), 2 and 4. The corresponding reductions are 33.6%, 44.5% and 53.3%. Taller gaps approach the limit of 66.7% slowly, because the plate term must become large compared with a fringe term that does not shrink.

## Air that does not reach the walls

A void may instead occupy the full line height but only the central fraction \(f\) of the gap width, leaving dielectric on both walls. Leave fringing out for the moment. The displacement \(D\) is the same through all the layers, so their voltages add:

\[
V=\frac D{\varepsilon_0}\left[\frac{(1-f)s}{\kappa}+fs\right]
=\frac{Ds}{\kappa\varepsilon_0}\left[1+(\kappa-1)f\right].
\]

The charge per length is \(Dh\), and hence

\[
C(f)=\frac{\kappa\varepsilon_0h/s}{1+(\kappa-1)f},
\]
\[
-\frac{dC}{df}=\frac{\kappa(\kappa-1)\varepsilon_0h/s}{[1+(\kappa-1)f]^2}.
\]

The marginal saving falls as \(f\) grows. The first air takes up a large part of the voltage, which lowers the field in the dielectric that is still to be replaced. This is a true diminishing return, but it comes from layers in series and needs no fringing.

For the example without fringing, widening the void from zero to half the gap saves 26.6 pF/m, and the second half saves 8.9 pF/m. With fringing the two savings are 24.7 and 11.3 pF/m. Fringing is thus not the source of the falling return in width; in this geometry the contrast between the two halves is even weaker when it is present.

The direction in which air is added therefore matters. Height added from wall to wall keeps its value up to the line edges, while in the example width added towards the walls loses value from the start. The fall is not quite monotonic. The strong field near the line corners makes the marginal saving level off close to the walls, and at \(\kappa=3\) it rises again by a few percent over the last 2% of the width. At weak contrast the series effect is only of second order in \(\kappa-1\) and this corner effect wins: for \(\kappa=1.1\) in the same geometry the outer half of the width saves slightly more than the central half. For either direction the total stays below \(1-1/\kappa\) as long as field energy remains in the dielectric above and below. The numerical values apply to alternating drive and sharp-cornered lines. Ground planes, barrier layers and dielectric liners of other permittivity would change the energy shares and are not included.
